Haydock recursion for Tamm-Dancoff spectra: moments, errors and terminators

A Bethe-Salpeter calculation with many k-points cannot afford to diagonalize the electron-hole Hamiltonian, but it can afford to apply it to a vector. The Haydock method turns n such products into an absorption spectrum and leaves two decisions: how large n must be for a broadening η, and what to put in place of the part of the continued fraction not yet computed. One error identity governs both. Hartree atomic units are used.

**The quantity to be computed**

In the Tamm-Dancoff approximation the pair Hamiltonian acts on states |vck⟩ and is Hermitian. The direct term −W acts within each spin copy and the exchange K couples all copies, so the singlet (↑+↓)/√2 sees H = (ε_c − ε_v)δ + 2K − W, with eigenpairs E_λ, |λ⟩. K omits its long-range component, so the response is to the macroscopic field. Define P_vck = ⟨ck|e·r|vk⟩/√N_k. A field F cos ωt along e adds F cos ωt e·r and couples the ground state to λ through D_λ = √(2N_k)⟨λ|P⟩, the √2 coming from the two spin copies. To first order i dc_λ/dt = E_λc_λ + D_λF cos ωt, so

c_λ = −(D_λF/2)[e^(−iωt)/(E_λ−ω) + e^(iωt)/(E_λ+ω)].

The induced dipole −2Re Σ D_λ*c_λ equals F cos ωt Σ|D_λ|²[1/(E_λ−ω) + 1/(E_λ+ω)]. Dividing by the volume N_kΩ, multiplying by 4π and setting ω → z = ω + iη gives

ε(z) = 1 − (8π/Ω)[G(z) + G(−z)],  G(z) = ⟨P|(z−H)⁻¹|P⟩ = Σ_λ |⟨λ|P⟩|²/(z−E_λ).

Below, ε₂ means the resonant part −(8π/Ω) Im G(ω+iη). The static polarizability per cell is −4G(0); a finite-field diagonalization with explicit spin on 8 k-points gives 12.9578 bohr³ against 12.9579. For |z| > ‖H‖ the geometric series gives G = Σ μ_m z^(−m−1) with moments μ_m = ⟨P|H^m|P⟩.

**Recursion and fraction**

Set b_0 = ‖P‖, u_0 = P/b_0, u_(−1) = 0 and

b_(n+1)u_(n+1) = (H − a_n)u_n − b_nu_(n−1),  a_n = ⟨u_n|H|u_n⟩,

with b_(n+1) ≥ 0 the norm of the right side. Each a_n is real because H is Hermitian. Suppose u_0…u_n are orthonormal and project the right side on u_j. For j = n it vanishes by the choice of a_n. For j < n, ⟨u_j|Hu_n⟩ = ⟨Hu_j|u_n⟩, and Hu_j = b_(j+1)u_(j+1) + a_ju_j + b_ju_(j−1) overlaps u_n for j = n−1 alone, with value b_n, which the last term cancels. So H is tridiagonal in this basis. After n products with H ("n steps") a_0…a_(n−1) and b_1…b_n are known.

Multiplying the recursion by b_0…b_n shows u_n = p_n(H)P/(b_0…b_n), with monic polynomials

p_(n+1) = (z − a_n)p_n − b_n²p_(n−1),  p_0 = 1, p_(−1) = 0.

A dark state, ⟨λ|P⟩ = 0, therefore has no component in any u_n. The vectors H^jP lie in the span of the projections of P on the M distinct bright eigenvalues and fill it, since the Vandermonde matrix E^j is nonsingular; hence b_M = 0 and the recursion stops. A change V of Bloch phases sends H → VHV†, P → VP, u_n → Vu_n and leaves a_n, b_n unchanged.

Let T_n be the tridiagonal block from index n onward and t_n its first diagonal resolvent element, which is the resolvent of H projected off u_0…u_(n−1), taken in u_n. Solve (z − T_n)x = e_n. The rows below the first read (z − T_(n+1))x' = b_(n+1)x_ne_(n+1), so x_(n+1) = b_(n+1)t_(n+1)x_n. The first row, (z − a_n)x_n − b_(n+1)x_(n+1) = 1, then gives

t_n = 1/(z − a_n − b_(n+1)²t_(n+1)),  G = b_0²t_0.

Write G_n[t] for the fraction with n levels in which the unknown t_n is replaced by a terminator t. If Im t ≤ 0 and Im z > 0, each denominator has positive imaginary part, so each level has negative imaginary part and ε₂ > 0.

**The error identity and the moments**

Let r_n obey the recurrence of p_n with r_0 = 0, r_1 = 1. Then

G_n[t] = b_0²(r_n − b_n²t r_(n−1))/D_t,  D_t = p_n − b_n²t p_(n−1).

For n = 1 this is b_0²/(z − a_0 − b_1²t). Inserting t = 1/(z − a_n − b_(n+1)²t') and multiplying above and below by that denominator turns the numerator into (z−a_n)r_n − b_n²r_(n−1) − b_(n+1)²t'r_n = r_(n+1) − b_(n+1)²t'r_n, and likewise for p, which completes the induction. In Λ_n = r_np_(n−1) − r_(n−1)p_n the (z − a_n) terms cancel when the recurrences are inserted in Λ_(n+1), leaving Λ_(n+1) = b_n²Λ_n, with Λ_1 = 1. Subtract two fractions over a common denominator, with X = b_n²t and Y = b_n²s. The products r_np_n and XY r_(n−1)p_(n−1) cancel and the cross terms collect into (X − Y)Λ_n:

G_n[t] − G_n[s] = Π_n(t − s)/(D_tD_s),  Π_n = b_0²b_1²…b_n².  (1)

Take t = t_n, so that the first term is G. At large z the tail is t_n = 1/z + a_n/z² + …, and D = z^n(1 + O(1/z)) for any t = O(1/z).

Truncation, s = 0, gives G − G_n[0] = Π_n z^(−2n−1) + …. The moments μ_0…μ_(2n−1) are reproduced and μ_2n is too small by Π_n.

A terminator s = 1/z + a_t/z² + … gives G − G_n[s] = Π_n(a_n − a_t)z^(−2n−2) + …. Now μ_2n is reproduced as well, because b_n is used, and μ_(2n+1) misses by Π_n(a_n − a_t).

In either scheme a step adds two correct moments, until n = M, where Π_M = 0 and all moments are correct. No choice of such a terminator disturbs μ_0…μ_2n.

The check uses exact rational arithmetic on a nine-site ring with diagonal 5 − (2, 1, 1/2, 1/3, 1/4) by distance from the origin, hoppings −1 and −1/4, and P equal to 3 at the origin and 1 on its neighbours. It stops after 5 steps, the number of bright levels. For n = 1, Π_1 = 11 × 911/968 = 10.3523, and with a_t = 1 and a_1 = 439253/120252 = 3.65277 the defect in μ_3 is 10.3523 × 2.65277 = 27.462.

**Model for the error analysis**

Take uncoupled chains with lattice constant 8 bohr, Ω = 512 bohr³, N_k = 600 and pair energy E(k) = E_0 − 2t_1cos k − 2t_2cos 2k, where E_0 = 0.2, t_1 = 0.03, t_2 = 0.005 Ha (here t_1 and t_2 are hopping energies, not tails of the fraction). The continuum runs from E_min = 0.13 to E_max = 0.25 Ha. The attraction at separation x bohr is 1/(5√(x²+64)), the singlet exchange is 2J = 0.01 Ha on site, the dipole is E_min/E(k) bohr, and η = 0.003 Ha. Full diagonalization with random Bloch phases supplies the reference: an exciton at 0.1194 Ha (3.25 eV), bound by 0.0106 Ha (0.288 eV), with 35.02% of b_0² = 0.496562 bohr². Its Lorentzian alone has height (8π/512) × 0.3502 × 0.4966/0.003 = 2.85; the positive tails of the other states raise the peak of ε₂ to 2.895.

**Truncation**

G_n[0] is b_0² times the first resolvent element of the n×n tridiagonal matrix, so it equals Σ w_i/(z − θ_i) with Ritz values θ_i and weights w_i ≥ 0. Matching 2n moments makes this a Gauss quadrature. For n = 3 the nodes are 0.12199, 0.17396, 0.22641 Ha, and μ_6 = 2.267757×10⁻⁵ exceeds the Gauss value 2.267701×10⁻⁵ by 5.6×10⁻¹⁰, against Π_3 = 0.496562 × (0.043690 × 0.027230 × 0.028192)² = 5.586×10⁻¹⁰ bohr² Ha⁶. This defect is 2.5×10⁻⁵ of μ_6, yet three peaks do not resemble the spectrum: a few moments fix G far from the spectrum, not at a distance η from it.

Below the spectrum convergence is monotonic. With t = 1/(z − a_n), D_t = p_(n+1)/(z − a_n), and (1) gives G_(n+1)[0] − G_n[0] = Π_n/(p_np_(n+1)). The zeros of p_n are the Ritz values, which lie within the spectral range of H, so at z = 0 p_n has sign (−1)^n, the difference is negative and ε(0) rises. At n = 1, ε(0) = 1 + (16π/512)(0.496562/0.164236) = 1.29683; n = 2, 3 give 1.317255, 1.317773, and the exact value is 1.317786.

For the rate, suppose a_n = a_∞ and b_n = b_∞ beyond some index. The recurrence then has solutions (b_∞/q)^n and (b_∞q)^n, where

q + 1/q = (z − a_∞)/b_∞,  |q| < 1.

The first dominates, so each D in (1) scales as |b_∞/q|^n and Π_n as b_∞^(2n), and the error falls as |q|^(2n). At mid-band, z = a_∞ + iη, q = −i(√(1+y²) − y) with y = η/(2b_∞), so 2 ln|q| ≈ −η/b_∞ for small y. With b_∞ = 0.03 Ha (derived below), y = 0.05, |q| = 0.95125 and 2 ln|q| = −0.1000; the decay measured between n = 40 and 80 is −0.1005 per step. A factor 10⁻³ costs about 69 steps, and the cost scales as 1/η.

**Square-root terminator**

A tail with constant a, b satisfies t = 1/(z − a − b²t), that is b²t² − (z−a)t + 1 = 0. Substituting t = q/b reproduces the equation for q, and the root behaving as 1/z is

t = [z − a − √(z−a−2b) √(z−a+2b)]/(2b²)

with principal roots. Iterating the fixed-point equation gives t = 1/z + a/z² + …, so a_t = a. On the real axis −Im t/π = √(4b² − (E−a)²)/(2πb²), a semi-ellipse on a ± 2b. If the coefficients converge, T differs from the constant chain by a compact operator, and by Weyl's theorem the continuum is a_∞ ± 2b_∞, bound excitons being isolated points or accumulating at an edge. Hence a_∞ = (E_min+E_max)/2 = 0.19 and b_∞ = (E_max−E_min)/4 = 0.03 Ha. On a finite mesh this applies while n is well below M and η exceeds the level spacing.

By (1) the terminator replaces t_n by t_n − t in the numerator and p_n by D_t in the denominator. Its error divided by that of truncation is therefore (1 − t/t_n)p_n/D_t. For large n the factor p_n/D_t tends to 1/(1−q²), which is of order one away from the band edges, so there the relative tail error measures the gain. Let δa_j, δb_j be the departures of the true coefficients from the constants used. Linearizing the recursion for t_n gives δt_n = t²(δa_n + 2bt δb_(n+1) + b²δt_(n+1)), and iterating with bt = q,

δt_n/t = (q/b)Σ_j q^(2j)δa_(n+j) + (2q²/b)Σ_j q^(2j)δb_(n+1+j).  (2)

Suppose a_n − a_∞ ≈ α/n and b_n − b_∞ ≈ β/n. With the band-edge constants the departures vary slowly when n|1−q²| ≫ 1, and (2) sums to (qα + 2q²β)/(b_∞n(1−q²)). With the last computed values a = a_(n−1), b = b_n, the departures are −α(j+1)/n² and −β(j+1)/n² to leading order, and Σ(j+1)q^(2j) = 1/(1−q²)², so the error is smaller by 1/(n|1−q²|). Near an edge q² → 1 and this gain is not guaranteed.

At mid-band the exact tail, from a projected linear solve, gives |1 − t/t_n| = 3.145×10⁻² and 1.569×10⁻² at n = 20 and 40 for edge constants (ratio 2.00), and 8.59×10⁻⁴ and 2.18×10⁻⁴ for last values (ratio 3.95). With 1 − q² = 1.905 the predicted gain at n = 20 is 1/38.1 = 0.026, against 0.027. The integrated error Σ|Δε₂|/Σε₂ over 0.10 to 0.27 Ha is

n = 10: truncation 2.1×10⁻¹, edge 1.0×10⁻², last 8.0×10⁻⁴
n = 20: truncation 6.1×10⁻², edge 1.3×10⁻³, last 4.6×10⁻⁵
n = 40: truncation 6.3×10⁻³, edge 6.3×10⁻⁵, last 9.8×10⁻⁷.

In this model ten steps with last values beat forty with truncation.

**Origin of the 1/n approach**

The following is an asymptotic matching argument, not a proof. With r in lattice units the attraction tends to c/r, c = 1/(5×8) = 0.025 Ha, and the pair energy departs from its lower and upper edge by m_∓k², with k measured from the edge and m_∓ = t_1 ± 4t_2 = 0.05 and 0.01 Ha. At E = E_min + ε the pair obeys −m_−ψ'' − (c/r)ψ = εψ, with levels accumulating as −c²/(4m_−ν²). The Lanczos chain, with amplitudes (−1)^ny_n and second differences replaced by derivatives, obeys −b_∞y'' + [(α−2β)/n]y = εy. It must have the same accumulation, so (α−2β)²/b_∞ = c²/m_− with attractive sign. At E = E_max − ε both equations change sign and the pair sees a barrier, −m_+φ'' + (c/r)φ = εφ. The WKB weight is exp(−2∫√((c/r−ε)/m_+)dr) = exp(−πc/√(m_+ε)), and the chain must reproduce it with barrier −(α+2β)/n. Therefore

α ∓ 2β = −c√(b_∞/m_∓).

Here α − 2β = −0.025√0.6 = −0.01936 and α + 2β = −0.025√3 = −0.04330, so α = −0.03133 and β = −0.00598 Ha.

An estimator insensitive to a constant shift of n is 60/(1/Δ_120 − 1/Δ_60), with Δ_n the departure from the limit. Applied to a_n − b_n − b_(n+1) − E_min it confirms the lower edge, −0.01934, but applied to a_n and b_n separately it gives α = −0.03262 and β = −0.00667, too large in magnitude by 4% and 11%. The dipole overlap ⟨P|ψ_E⟩, computed from the real-space recurrence, has a zero at E* only 0.00037 Ha above E_max. Starting from (H − E*)⁻¹P divides each weight by (E_λ − E*)², removes the zero and leaves H unchanged; the estimates become −0.03165 and −0.00617, too large in magnitude by about 1% and 3%. This is consistent with the zero causing much of the deviation but does not prove it, since a pole placed at other energies slightly above E_max shifts the estimates in the same direction, and one at E_max + 0.0002 Ha lands closer to the prediction than E* does. The estimates also depend on the window: with n = 120 and 240 on a longer chain the start P gives about −0.0309 and −0.0059, 1 to 2% too small in magnitude, and at still larger n the double-precision estimates of α and β cease to be stable while the lower-edge value stays near −0.0194. That the dipole recursion reaches the predicted values at larger n is a conjecture. The matching law therefore gives the scaling but not an accurate tail at moderate n: its leading-order sum in (2) at n = 20 is √(0.0298² + 0.0108²)/(0.03 × 20 × 1.905) = 0.028, 12% below the measured tail error. Last values need neither α nor β.

**Two continua and the period-2 terminator**

A constant tail has a single band and cannot represent a gap. Repeat the last two levels instead, with x = z − a_(n−2), y = z − a_(n−1), β_1 = b_(n−1), β_2 = b_n, so that t = 1/(x − β_1²/(y − β_2²t)). Clearing fractions gives t(xy − xβ_2²t − β_1²) = y − β_2²t, or

xβ_2²t² − (xy − β_1² + β_2²)t + y = 0.

The root with Im t < 0 is taken; it agrees with 3000 explicit periods in the check. Expanding the discriminant with s = xy,

(s − β_1² + β_2²)² − 4sβ_2² = s² − 2s(β_1²+β_2²) + (β_1²−β_2²)² = [s − (β_1+β_2)²][s − (β_1−β_2)²].

It is negative, and t complex at real E, between the two roots. With ā the mean and δ the half-difference of the two a, s = (E−ā)² − δ², so the edges are ā ± √(δ² + (β_1±β_2)²) with independent signs. They lie symmetrically about ā: the continuum of a period-2 tail is two bands of equal width, which touch when δ = 0 and β_1 = β_2. For β_1 < β_2 the tail t also has an isolated pole in the gap, at z = a_(n−2).

Add a second conduction band starting at 0.33 Ha, with the same attraction and dipole rule; the exchange has the same strength within each band and between the two. For equal widths, a_98 = 0.32546, a_99 = 0.25333, b_99 = 0.08704, b_100 = 0.06872 Ha give ā = 0.28940, δ = 0.03607, radii √(δ² + 0.15576²) = 0.15988 and √(δ² + 0.01832²) = 0.04045, and edges 0.1295, 0.2489, 0.3298, 0.4493 Ha, within 0.0011 Ha of 0.13, 0.25, 0.33, 0.45. The integrated error over 0.10 to 0.47 Ha, averaged over n = 30…49, is 6.9×10⁻² for truncation, 2.8×10⁻² for the constant last-value terminator and 8.6×10⁻⁴ for period 2.

With the upper band half as wide (edges e_i = 0.13, 0.25, 0.33, 0.39 Ha), max|a_(n+2) − a_n| over n = 80…99 rises from 0.00043 to 0.040 Ha. The oscillation frequency is compared numerically, without derivation, with the harmonic measure of a band, the integral over it of |E − c_0|/(π√|∏(E − e_i)|), where c_0 makes the signed integral across the gap vanish. The measures are 0.5804 and 0.4196, against 1/2 each for equal widths, and a_n oscillates at 0.4204 cycles per step. The errors are now 3.8×10⁻², 1.6×10⁻² and 1.4×10⁻². The ratio of period-2 to truncation error goes from 0.012 to 0.370, and the constant terminator does about as well. Monitoring a_n − a_(n−2) and b_n − b_(n−2) therefore shows whether period 2 is justified; if they do not become small, neither terminator treated here represents the tail, and n has to be raised until the spectrum at the chosen η stops changing.

**Rounding**

The component of u_n along an eigenstate at energy E is proportional to p_n(E)/(b_0…b_n). At an energy outside the band where P has no weight, the dominant solution makes this grow, at a rate approaching |q(E)|^(−n) for large n, so rounding noise in a dark bound state is amplified. The runs above were therefore made in the even-parity sector, with reorthogonalization. Without reorthogonalization, 250 steps in this model give overlaps up to 0.47 between nominally orthogonal vectors and 4 copies of the exciton among the Ritz values, while ε₂ from the truncated fraction is correct to 3.6×10⁻¹² of its peak. Here three stored vectors suffice for the truncated spectrum, but the Ritz values cannot be counted as states. While a copy forms, from n ≈ 60 in this model, a_n and b_n depart from their true values, and a last-value terminator taken at such a step can lose almost two orders of accuracy, though it stays well ahead of truncation. The numerical check that follows prints the computed values from which most figures above are taken or worked out.

Computed values

```
Nine-site ring (model energy unit): steps to termination 5 = bright levels 5
 a_0, a_1 = 45/22 439253/120252 ; b_0^2, b_1^2, b_2^2 = 11 911/968 3768061/4979526
 n=1: mu_2n=56.375, truncation defect 10.3523, terminated defect in mu_2n+1 27.4622
 n=2: mu_2n=632.891, truncation defect 7.83368, terminated defect in mu_2n+1 22.2438
 n=3: mu_2n=10866.6, truncation defect 14.2392, terminated defect in mu_2n+1 55.0056
 n=4: mu_2n=223112, truncation defect 0.708053, terminated defect in mu_2n+1 3.02053
8 k-points: polarizability/cell finite field 12.9578, -4G(0) 12.9579 bohr^3
Model: E0=0.2 t1=0.03 t2=0.005 J=0.005 eta=0.003 Ha; a=8.0 r0=8.0 d0=1.0 bohr
 Omega=512.0 bohr^3, screening 5.0, N_k=600; continuum 0.130..0.250 Ha
 b_0^2 = 0.496562 bohr^2; a_inf = 0.1900, b_inf = 0.0300 Ha
 a_0..a_3, a_19 (Ha): 0.164236 0.180507 0.177617 0.181141 0.188215
 b_1..b_4, b_20 (Ha): 0.043690 0.027230 0.028192 0.028566 0.029614
 n=3 Gauss nodes (Ha): [0.12199 0.17396 0.22641] weights (bohr^2): [0.23    0.13073 0.13583]
 n=3: mu_6=2.267757e-05, Gauss 2.267701e-05, Pi_3=5.5858e-10 bohr^2 Ha^6
Exciton 0.119428 Ha = 3.2498 eV; binding 0.010572 Ha = 0.2877 eV
 weight fraction 0.3502; Ritz error n=5,10,20: 3.11e-04 1.65e-06 2.59e-11 Ha
 static eps: n=1,2,3 1.296827 1.317255 1.317773; exact 1.317786
Mid-band n=20: relative tail error edge 3.145e-02, last 8.593e-04
Mid-band n=40: relative tail error edge 1.569e-02, last 2.178e-04
 truncation decay per step: measured -0.1005, 2 ln|q| -0.1000, |q| 0.95125
Coulomb tail: c=0.0250, m_-=0.050, m_+=0.010 Ha; overlap zero E*-Emax=0.00037 Ha
 matching: alpha -0.03133, beta -0.00598, alpha-2beta -0.01936 Ha
 start P: alpha -0.03262, beta -0.00667, lower edge -0.01934 Ha
 start (H-E*)^-1 P: alpha -0.03165, beta -0.00617 Ha
Spectrum: peak eps2 2.895 at 0.1195 Ha; mid-band eps2 0.3148
 n=10: integrated relative error trunc 2.10e-01, edge 1.00e-02, last 8.00e-04
 n=20: integrated relative error trunc 6.11e-02, edge 1.33e-03, last 4.55e-05
 n=40: integrated relative error trunc 6.33e-03, edge 6.27e-05, last 9.84e-07
Plain Lanczos n=250: overlap loss 0.47, exciton copies 4, eps2 error 3.6e-12
Two bands, equal: edges 0.13 0.25 0.33 0.45 Ha; harmonic measures 0.5000 0.5000
 max|a_n+2 - a_n|, n=80..99: 0.00043 Ha
 mean error n=30..49: trunc 6.87e-02, constant 2.80e-02, period-2 8.59e-04
 a_98 0.32546 a_99 0.25333 b_99 0.08704 b_100 0.06872 Ha
 period-2 edges from these (Ha): [0.1295 0.2489 0.3298 0.4493]
Two bands, unequal: edges 0.13 0.25 0.33 0.39 Ha; harmonic measures 0.5804 0.4196
 max|a_n+2 - a_n|, n=80..99: 0.03997 Ha
 mean error n=30..49: trunc 3.83e-02, constant 1.64e-02, period-2 1.42e-02
 dominant frequency of a_n: 0.4204 cycles per step
period-2/truncation error ratio: equal 0.012, unequal 0.370
```
